**Regrowth enhancement at fixed electron density: Boltzmann and Fermi–Dirac carriers**

The program compares the enhancement $R=(1+r)/(1+r_i)$, where $r=[D^-]/[D^0]$ and $r_i$ is its intrinsic value, for the two carrier statistics at the same electron density $n$. With $x=n/N_c$ and $\eta=(E_F-E_c)/kT$, Fermi–Dirac statistics multiply the Boltzmann value of $r$ by $\gamma=e^\eta/x>1$. The program asserts that the band integral agrees with a polylogarithm, and that a canonical count with 300 electrons reproduces the Fermi–Dirac defect ratio within 1 %. It also asserts the dilute series for $\gamma$, the local exponent of $r$ and the linear Boltzmann law. Over five densities it asserts that $\gamma$ and the ratio of the two enhancements exceed one and increase with $n$. For the silicon example at 550 °C and $2\times10^{20}\ \mathrm{cm^{-3}}$, the output gives $R=4.19$ with Boltzmann and $6.48$ with Fermi–Dirac statistics. Variants with a shifted band edge, a nonparabolic band, a heavier mass or fixed donors change both values, but the Fermi–Dirac value remains the larger in each.

## Numerical verification

```python
# RESULT UNDER TEST
# Regrowth velocity is proportional to [D0] + [D-] at the interface, so
#   R = v/v_i = (1 + r)/(1 + r_i),  r = [D-]/[D0] = g exp(eta + depth/kT).
# At the same electron density n, Fermi-Dirac (FD) carriers give a larger R
# than Boltzmann (B) carriers:  r_FD = gamma r_B,  gamma = exp(eta)/x > 1.
# Symbols: eta = (E_F - E_c)/kT, x = n/Nc, depth = E_c - E(D-/D0),
# g = 1/2 (D0 has two spin states, D- has one), index i = intrinsic.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit
import mpmath as mp

# ---------- inputs (rough typical silicon values, round model depth) -------
T = 550.0 + 273.15            # K
n = 2.0e20                    # cm^-3
mass_c, mass_v = 1.08, 1.0    # density-of-states masses / electron mass
gap = 0.95                    # eV, at the regrowth temperature
depth = 0.10                  # eV, model parameter
g = 0.5
v_intrinsic = 0.1             # nm/s
layer = 50.0                  # nm
nonparabolicity = 0.5         # 1/eV
permittivity = 11.7
donor_binding = 0.045         # eV, isolated donor
kT = const.k * T / const.e    # eV


def band_density(mass):
    """Effective density of states in cm^-3."""
    return 2 * (mass * const.m_e * const.k * T
                / (2 * np.pi * const.hbar**2))**1.5 * 1e-6


def filling(eta, a=0.0, fermi=True):
    """n/Nc by quadrature over the band; a = nonparabolicity * kT."""
    def integrand(u):
        t = u * u
        dos = u * np.sqrt(1 + a * t) * (1 + 2 * a * t)
        occupation = expit(eta - t) if fermi else np.exp(eta - t)
        return 2 * u * dos * occupation
    top = np.sqrt(max(eta, 0.0) + 45.0)
    value = quad(integrand, 0, top, epsabs=0, epsrel=1e-11, limit=200)[0]
    return 2 / np.sqrt(np.pi) * value


def eta_at(x, a=0.0, fermi=True):
    """Reduced Fermi level that holds the filling x."""
    return brentq(lambda e: np.log(filling(e, a, fermi) / x), -30, 40,
                  xtol=1e-12)


def defect_ratio(eta, level_depth=depth):
    return g * np.exp(eta + level_depth / kT)


Nc, Nv = band_density(mass_c), band_density(mass_v)
n_i = np.sqrt(Nc * Nv) * np.exp(-gap / (2 * kT))
eta_i = -gap / (2 * kT) + 0.5 * np.log(Nv / Nc)
r_i = defect_ratio(eta_i)


def enhancement(eta, level_depth=depth):
    return (1 + defect_ratio(eta, level_depth)) / (1 + r_i)


x = n / Nc
eta_B, eta_FD = np.log(x), eta_at(x)
gamma = np.exp(eta_FD) / x
r_B, r_FD = defect_ratio(eta_B), defect_ratio(eta_FD)
R_B, R_FD = enhancement(eta_B), enhancement(eta_FD)

# ---------- test: quadrature against the polylogarithm ---------------------
for e in (-3.0, 0.5, eta_FD, 4.0):
    exact = -mp.re(mp.polylog(1.5, -mp.exp(e)))
    assert abs(filling(e) / float(exact) - 1) < 1e-8


# ---------- test: canonical counting, no Fermi function --------------------
def canonical_fugacity(x_target, electrons=300):
    """Z(N-1)/Z(N) for N electrons in a finite set of band states.

    The states follow the square-root density of states.  Weights are
    scaled by a trial fugacity, which cancels from the returned ratio.
    """
    states_per_Nc = electrons / x_target
    prefactor = states_per_Nc * 4 / (3 * np.sqrt(np.pi))
    count = int(prefactor * 20.0**1.5)
    levels = ((np.arange(count) + 0.5) / prefactor)**(2 / 3)
    trial = x_target
    weights = np.zeros(electrons + 1)
    weights[0] = 1.0
    for w in trial * np.exp(-levels):
        weights[1:] += w * weights[:-1]
        weights /= 1 + w
    return trial * weights[-2] / weights[-1]


z_count = canonical_fugacity(x)
# D0: 2 spin states, N band electrons; D-: 1 state, N-1 band electrons
r_count = 1 * np.exp(depth / kT) * z_count / 2
R_count = (1 + r_count) / (1 + r_i)
# tolerance: corrections of order 1/N for N = 300 electrons
assert abs(r_count / r_FD - 1) < 0.01
assert r_count / r_B > 1.3

# ---------- test: dilute series for gamma ----------------------------------
for xs in (0.05, 0.1, 0.2):
    series = 1 + xs / np.sqrt(8) + (0.25 - 3**-1.5) * xs**2
    assert abs(np.exp(eta_at(xs)) / xs - series) < 0.01 * xs**3

# ---------- test: local exponent and Boltzmann linear law ------------------
h = 1e-3
exponent = (eta_at(x * np.exp(h)) - eta_at(x * np.exp(-h))) / (2 * h)
F_minus = float(-mp.re(mp.polylog(0.5, -mp.exp(eta_FD))))
assert abs(exponent - x / F_minus) < 1e-5 and exponent > 1
eta_B_quad = eta_at(x, fermi=False)
assert abs(defect_ratio(eta_B_quad) / (r_i * n / n_i) - 1) < 1e-7

# ---------- test: size and growth of the deficit over density --------------
table = []
for dens in (1e19, 5e19, 1e20, 2e20, 4e20):
    xx = dens / Nc
    ee = eta_at(xx)
    table.append((dens, xx, np.exp(ee) / xx,
                  enhancement(np.log(xx)), enhancement(ee)))
gammas = np.array([row[2] for row in table])
ratios = np.array([row[4] / row[3] for row in table])
assert np.all(gammas > 1) and np.all(np.diff(gammas) > 0)
assert np.all(ratios > 1) and np.all(ratios < gammas)
assert np.all(np.diff(ratios) > 0)
assert abs(R_FD / R_B - (1 + (gamma - 1) * r_B / (1 + r_B))) < 1e-10

# ---------- neglected effects ----------------------------------------------
shifted = [(s, enhancement(eta_B, depth - s), enhancement(eta_FD, depth - s))
           for s in (0.05, 0.10)]
a = nonparabolicity * kT
R_B_np = enhancement(eta_at(x, a, False))
R_FD_np = enhancement(eta_at(x, a, True))
x_heavy = n / band_density(1.1 * mass_c)
R_B_heavy, R_FD_heavy = (enhancement(np.log(x_heavy)),
                         enhancement(eta_at(x_heavy)))
eta_i_FD = brentq(lambda e: np.log(Nc * filling(e)
                  / (Nv * filling(-gap / kT - e))), -12, -2, xtol=1e-13)
reference_change = (1 + r_i) / (1 + defect_ratio(eta_i_FD)) - 1
screening = np.sqrt(permittivity * const.epsilon_0 * kT * exponent
                    / (const.e * n * 1e6)) * 1e9
bind = 2 * np.exp(donor_binding / kT)
eta_dB = brentq(lambda e: np.exp(e) * (1 + bind * np.exp(e)) - x, -10, 10)
eta_dF = brentq(lambda e: filling(e) * (1 + bind * np.exp(e)) - x, -10, 10)
R_dB, R_dF = enhancement(eta_dB), enhancement(eta_dF)
for low, high in [(s[1], s[2]) for s in shifted] + [
        (R_B_np, R_FD_np), (R_B_heavy, R_FD_heavy), (R_dB, R_dF)]:
    assert high > low
assert abs(reference_change) < 1e-3

# ---------- output ---------------------------------------------------------
print(f"temperature                       {T:.2f} K, kT = {kT:.5f} eV")
print(f"electron density n                {n:.2e} cm^-3")
print(f"masses, conduction and valence    {mass_c}, {mass_v} m_e")
print(f"gap; defect depth; g              {gap} eV; {depth} eV; {g}")
print(f"Nc; Nv                            {Nc:.4e}; {Nv:.4e} cm^-3")
print(f"intrinsic density n_i             {n_i:.3e} cm^-3")
print(f"intrinsic eta_i; r_i              {eta_i:.4f}; {r_i:.5f}")
print(f"filling x = n/Nc                  {x:.4f}")
print(f"eta Boltzmann; Fermi-Dirac        {eta_B:.4f}; {eta_FD:.4f}")
print(f"E_F - E_c Boltzmann; FD           {eta_B*kT:.4f}; {eta_FD*kT:.4f} eV")
print(f"Fermi-level difference            {(eta_FD-eta_B)*kT*1e3:.1f} meV")
print(f"gamma                             {gamma:.4f}")
print(f"r Boltzmann; FD                   {r_B:.4f}; {r_FD:.4f}")
print(f"R Boltzmann; FD                   {R_B:.3f}; {R_FD:.3f}")
print(f"R_FD/R_B                          {R_FD/R_B:.4f}")
print(f"Boltzmann deficit in R            {100*(1-R_B/R_FD):.1f} %")
print(f"canonical counting: r; R          {r_count:.4f}; {R_count:.3f}")
print(f"local exponent dln r/dln n, FD    {exponent:.4f}")
print(f"intrinsic velocity; layer         {v_intrinsic} nm/s; {layer} nm")
print(f"velocity Boltzmann; FD            {v_intrinsic*R_B:.3f}; "
      f"{v_intrinsic*R_FD:.3f} nm/s")
print(f"regrowth time Boltzmann; FD       {layer/(v_intrinsic*R_B):.1f}; "
      f"{layer/(v_intrinsic*R_FD):.1f} s")
print("table: n (cm^-3), x, gamma, R_B, R_FD, R_FD/R_B")
for d, xx, gm, rb, rf in table:
    print(f"  {d:.1e}  {xx:.4f}  {gm:.4f}  {rb:.3f}  {rf:.3f}  {rf/rb:.4f}")
print("neglected effects, R Boltzmann; R FD at the example density")
for s, rb, rf in shifted:
    print(f"  band edge lowered {s:.2f} eV       {rb:.3f}; {rf:.3f}")
print(f"  nonparabolicity {nonparabolicity} /eV         "
      f"{R_B_np:.3f}; {R_FD_np:.3f}")
print(f"  mass 10 % heavier               {R_B_heavy:.3f}; {R_FD_heavy:.3f}")
print(f"  fixed donors {n:.0e} cm^-3, isolated level {donor_binding} eV  "
      f"{R_dB:.3f}; {R_dF:.3f}")
print(f"  FD intrinsic reference changes R by {100*reference_change:.1e} %")
print(f"  screening length (permittivity {permittivity}) {screening:.3f} nm")
print("PASS")
```

Output:

```
temperature                       823.15 K, kT = 0.07093 eV
electron density n                2.00e+20 cm^-3
masses, conduction and valence    1.08, 1.0 m_e
gap; defect depth; g              0.95 eV; 0.1 eV; 0.5
Nc; Nv                            1.2801e+20; 1.1405e+20 cm^-3
intrinsic density n_i             1.493e+17 cm^-3
intrinsic eta_i; r_i              -6.7541; 0.00239
filling x = n/Nc                  1.5624
eta Boltzmann; Fermi-Dirac        0.4462; 0.9870
E_F - E_c Boltzmann; FD           0.0317; 0.0700 eV
Fermi-level difference            38.4 meV
gamma                             1.7175
r Boltzmann; FD                   3.1990; 5.4941
R Boltzmann; FD                   4.189; 6.479
R_FD/R_B                          1.5466
Boltzmann deficit in R            35.3 %
canonical counting: r; R          5.4862; 6.471
local exponent dln r/dln n, FD    1.5298
intrinsic velocity; layer         0.1 nm/s; 50.0 nm
velocity Boltzmann; FD            0.419; 0.648 nm/s
regrowth time Boltzmann; FD       119.4; 77.2 s
table: n (cm^-3), x, gamma, R_B, R_FD, R_FD/R_B
  1.0e+19  0.0781  1.0280  1.157  1.162  1.0039
  5.0e+19  0.3906  1.1472  1.795  1.913  1.0654
  1.0e+20  0.7812  1.3142  2.593  3.095  1.1933
  2.0e+20  1.5624  1.7175  4.189  6.479  1.5466
  4.0e+20  3.1248  2.8880  7.380  19.431  2.6328
neglected effects, R Boltzmann; R FD at the example density
  band edge lowered 0.05 eV       2.575; 3.706
  band edge lowered 0.10 eV       1.777; 2.336
  nonparabolicity 0.5 /eV         3.804; 5.338
  mass 10 % heavier               3.764; 5.424
  fixed donors 2e+20 cm^-3, isolated level 0.045 eV  2.069; 2.185
  FD intrinsic reference changes R by 6.0e-06 %
  screening length (permittivity 11.7) 0.592 nm
PASS
```
